# Electron Fermi energy of the electron-hole liquid in diamond: verification in Python

```python
# Result under test: the electron Fermi energy of diamond's electron-hole liquid,
#   E_F = hbar^2 (3 pi^2 n / g)^(2/3) / (2 m_d),  m_d = (m_l m_t^2)^(1/3),
# measured from the valley bottom at zero temperature with parabolic bands.
# n: electron density (equal to the pair density), g: number of valleys,
# m_l, m_t: longitudinal and transverse masses in free-electron masses.
# Internal units: eV, nm, K. The main check fills explicitly listed box states.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pair_density_cm3 = 1e20
n = pair_density_cm3 * 1e-21
valleys = 6
m_l, m_t = 1.56, 0.28
lattice_constant = 0.357      # nm, rough
valley_fraction = 0.76        # of the distance Gamma-X, rough
eps_r = 5.7                   # static dielectric constant, rough
kane_scale = 2.0              # eV, assumed round value
h2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
k_boltz = const.k / const.e                                # eV/K


def fermi_energy(density, valley_number, mass):
    k = (3 * np.pi**2 * density / valley_number) ** (1 / 3)
    return h2_2m * k**2 / mass


m_d = (m_l * m_t**2) ** (1 / 3)
k_f = (3 * np.pi**2 * n / valleys) ** (1 / 3)
e_f = fermi_energy(n, valleys, m_d)
semi_l = np.sqrt(m_l * e_f / h2_2m)
semi_t = np.sqrt(m_t * e_f / h2_2m)
gamma_x = 2 * np.pi / lattice_constant
clearance = (1 - valley_fraction) * gamma_x

# List the plane-wave states of all six valleys in a periodic cubic box.
box = 300.0
step = 2 * np.pi / box
cutoff = 0.070
energies, long_offsets, trans_offsets = [], [], []
for axis in range(3):
    for sign in (1, -1):
        squares = []
        for direction in range(3):
            is_long = direction == axis
            centre = sign * valley_fraction * gamma_x if is_long else 0.0
            reach = np.sqrt((m_l if is_long else m_t) * cutoff / h2_2m)
            first = np.ceil((centre - reach) / step)
            last = np.floor((centre + reach) / step)
            squares.append((np.arange(first, last + 1) * step - centre) ** 2)
        grid = np.meshgrid(*squares, indexing="ij", sparse=True)
        long2 = grid[axis]
        trans2 = sum(grid[d] for d in range(3) if d != axis)
        energy = h2_2m * (long2 / m_l + trans2 / m_t)
        keep = energy < cutoff
        energies.append(energy[keep])
        long_offsets.append(np.sqrt(np.broadcast_to(long2, energy.shape)[keep]))
        trans_offsets.append(np.sqrt(np.broadcast_to(trans2, energy.shape)[keep]))
energies = np.concatenate(energies)
long_offsets = np.concatenate(long_offsets)
trans_offsets = np.concatenate(trans_offsets)
sorted_energies = np.sort(energies)


def filled_orbitals(density):
    return int(round(density * box**3 / 2))   # two electrons per orbital


count = filled_orbitals(n)
e_f_count = sorted_energies[count - 1]
mean_count = sorted_energies[:count].mean()
assert e_f_count < 0.9 * cutoff
assert abs(e_f_count / e_f - 1) < 0.005       # finite-box discreteness
assert abs(mean_count / (0.6 * e_f) - 1) < 0.005
assert abs(e_f * 1000 - 48) < 0.5
filled = energies <= e_f_count
assert abs(long_offsets[filled].max() - semi_l) < 2 * step
assert abs(trans_offsets[filled].max() - semi_t) < 2 * step
assert semi_l < clearance

# Density of states at the Fermi level, from a count in a finite window.
dos = 1.5 * n / e_f
in_window = np.sum(np.abs(energies - e_f) < 0.1 * e_f)
dos_count = 2 * in_window / box**3 / (0.2 * e_f)
assert abs(dos_count / dos - 1) < 0.02

# Density scaling, from filling the same states to other densities.
scaled = {}
for factor in (0.8, 1.2):
    scaled[factor] = e_f * factor ** (2 / 3)
    direct = sorted_energies[filled_orbitals(factor * n) - 1]
    assert abs(direct / scaled[factor] - 1) < 0.005

# Frequent mistakes: another average mass, or one valley only.
m_arith = (m_l + 2 * m_t) / 3
m_cond = 3 / (1 / m_l + 2 / m_t)
e_arith = fermi_energy(n, valleys, m_arith)
e_cond = fermi_energy(n, valleys, m_cond)
e_single = fermi_energy(n, 1, m_d)
for wrong in (e_arith, e_cond, e_single):
    assert abs(wrong - e_f_count) > 0.005


# Chemical potential at fixed density and finite temperature.
def chemical_potential(temperature):
    t = k_boltz * temperature / e_f

    def excess(eta):
        top = np.sqrt(max(eta, 0) + 40 * t)
        edge = np.sqrt(max(eta, 0.01))
        parts = [(0, edge), (edge, top)]
        total = sum(quad(lambda y: 3 * y**2 * expit((eta - y**2) / t),
                         a, b, epsabs=1e-11, limit=200)[0] for a, b in parts)
        return total - 1

    return e_f * brentq(excess, -5, 1.2, xtol=1e-12)


def sommerfeld_drop(temperature):
    return np.pi**2 / 12 * (k_boltz * temperature) ** 2 / e_f


assert abs((e_f - chemical_potential(20)) / sommerfeld_drop(20) - 1) < 0.01
mu = {temp: chemical_potential(temp) for temp in (100, 165, 300)}

# Nonparabolic band: closed form against a two-band matrix.
e_kane = kane_scale / 2 * (np.sqrt(1 + 4 * e_f / kane_scale) - 1)
coupling = np.sqrt(kane_scale * e_f)
two_band = np.array([[0.0, coupling], [coupling, -kane_scale]])
assert abs(np.linalg.eigvalsh(two_band)[-1] - e_kane) < 1e-10

# Exchange change of the occupied width, for an equivalent spherical pocket.
coulomb = const.e / const.epsilon_0 * 1e9 / eps_r          # eV nm


def exchange_width(q):
    def at_bottom(p):
        return 2 * p**2 / (p**2 + q**2)

    def at_surface(p):
        ratio = ((k_f + p) ** 2 + q**2) / ((k_f - p) ** 2 + q**2)
        return p / (2 * k_f) * np.log(ratio)

    bottom = quad(at_bottom, 0, k_f, limit=300)[0]
    surface = quad(at_surface, 0, k_f, limit=300)[0]
    return coulomb / (4 * np.pi**2) * (bottom - surface)


width_bare = coulomb * k_f / (4 * np.pi**2)
assert abs(exchange_width(1e-4 * k_f) / width_bare - 1) < 2e-3
q_tf = np.sqrt(coulomb * dos)
width_screened = exchange_width(q_tf)
assert 0 < width_screened < width_bare


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"Pair density: {pair_density_cm3:.1e} cm^-3")
show("Number of valleys", valleys, "", 0)
show("Longitudinal mass", m_l, "m0")
show("Transverse mass", m_t, "m0")
print(f"Electron density per valley: {pair_density_cm3 / valleys:.3e} cm^-3")
show("hbar^2/(2 m0)", h2_2m, "eV nm^2", 5)
show("Product m_l m_t^2", m_l * m_t**2, "m0^3", 5)
show("Density-of-states mass of one valley", m_d, "m0", 4)
show("Fermi wave number of equivalent sphere", k_f, "1/nm", 4)
show("Fermi energy, formula", 1000 * e_f, "meV")
show("Fermi energy as temperature", e_f / k_boltz, "K", 0)
show("Side of counting box", box, "nm", 0)
print(f"Filled orbitals in box: {count}")
show("Fermi energy, state filling", 1000 * e_f_count, "meV")
show("Mean kinetic energy, formula", 600 * e_f, "meV")
show("Mean kinetic energy, state filling", 1000 * mean_count, "meV")
show("Density of states at E_F, formula", dos, "1/(eV nm^3)", 3)
show("Density of states at E_F, count", dos_count, "1/(eV nm^3)", 3)
show("Longitudinal semi-axis", semi_l, "1/nm", 3)
show("Transverse semi-axis", semi_t, "1/nm", 3)
show("Lattice constant (rough)", lattice_constant, "nm", 3)
show("Valley position, fraction of Gamma-X (rough)", valley_fraction, "")
show("Valley centre to zone boundary", clearance, "1/nm", 2)
for factor, value in scaled.items():
    show(f"Fermi energy at {factor} times the density", 1000 * value, "meV")
show("Arithmetic mean mass", m_arith, "m0", 4)
show("Wrong result with arithmetic mass", 1000 * e_arith, "meV")
show("Conductivity mass", m_cond, "m0", 4)
show("Wrong result with conductivity mass", 1000 * e_cond, "meV")
show("Wrong result with one valley", 1000 * e_single, "meV")
for temp, value in mu.items():
    show(f"Thermal energy kT at {temp} K", 1000 * k_boltz * temp, "meV")
    show(f"Chemical potential at {temp} K", 1000 * value, "meV")
    show(f"Change from E_F at {temp} K", 1000 * (value - e_f), "meV")
show("Leading thermal drop at 100 K, expansion", 1000 * sommerfeld_drop(100), "meV")
show("Nonparabolicity scale G (assumed)", kane_scale, "eV", 1)
show("Fermi energy with nonparabolic band", 1000 * e_kane, "meV")
show("Change by nonparabolicity", 1000 * (e_kane - e_f), "meV")
show("Dielectric constant (rough)", eps_r, "", 1)
show("Thomas-Fermi wave number, electrons only", q_tf, "1/nm", 3)
show("Exchange change of width, unscreened", 1000 * width_bare, "meV", 1)
show("Exchange change of width, screened", 1000 * width_screened, "meV", 3)
print("finished without a failed check")
```

Printed output:

```
Pair density: 1.0e+20 cm^-3
Number of valleys: 6
Longitudinal mass: 1.56 m0
Transverse mass: 0.28 m0
Electron density per valley: 1.667e+19 cm^-3
hbar^2/(2 m0): 0.03810 eV nm^2
Product m_l m_t^2: 0.12230 m0^3
Density-of-states mass of one valley: 0.4964 m0
Fermi wave number of equivalent sphere: 0.7902 1/nm
Fermi energy, formula: 47.93 meV
Fermi energy as temperature: 556 K
Side of counting box: 300 nm
Filled orbitals in box: 1350000
Fermi energy, state filling: 47.91 meV
Mean kinetic energy, formula: 28.76 meV
Mean kinetic energy, state filling: 28.76 meV
Density of states at E_F, formula: 3.129 1/(eV nm^3)
Density of states at E_F, count: 3.137 1/(eV nm^3)
Longitudinal semi-axis: 1.401 1/nm
Transverse semi-axis: 0.594 1/nm
Lattice constant (rough): 0.357 nm
Valley position, fraction of Gamma-X (rough): 0.76
Valley centre to zone boundary: 4.22 1/nm
Fermi energy at 0.8 times the density: 41.31 meV
Fermi energy at 1.2 times the density: 54.13 meV
Arithmetic mean mass: 0.7067 m0
Wrong result with arithmetic mass: 33.67 meV
Conductivity mass: 0.3854 m0
Wrong result with conductivity mass: 61.73 meV
Wrong result with one valley: 158.27 meV
Thermal energy kT at 100 K: 8.62 meV
Chemical potential at 100 K: 46.58 meV
Change from E_F at 100 K: -1.35 meV
Thermal energy kT at 165 K: 14.22 meV
Chemical potential at 165 K: 43.94 meV
Change from E_F at 165 K: -3.99 meV
Thermal energy kT at 300 K: 25.85 meV
Chemical potential at 300 K: 33.50 meV
Change from E_F at 300 K: -14.43 meV
Leading thermal drop at 100 K, expansion: 1.27 meV
Nonparabolicity scale G (assumed): 2.0 eV
Fermi energy with nonparabolic band: 46.83 meV
Change by nonparabolicity: -1.10 meV
Dielectric constant (rough): 5.7
Thomas-Fermi wave number, electrons only: 3.152 1/nm
Exchange change of width, unscreened: 63.5 meV
Exchange change of width, screened: 0.140 meV
finished without a failed check
```
